# Moire period of graphene on hexagonal boron nitride, aligned and twisted

## Question

I am trying to find the moire period of a graphene sheet lying on hexagonal boron nitride (hBN). Both lattices are triangular, and the hBN lattice constant is 1.8 percent larger. For the aligned case I looked along one row and asked when hBN has fallen behind by one cell, so that $N$ hBN cells are as long as $N+1$ graphene cells. That gives $N=1/0.018=55.56$, which is not an integer, so no two lattice points meet there. Should I round to 56, or go on until two points really coincide?

I also need the period when the hBN is turned by a degree or so. The rows are then no longer parallel and my counting does not apply. I expect the twist to shorten the period, but I can't show it or say by how much.

## Answer

Do neither. The moire period is the distance over which the *local stacking* of the two layers repeats, and this needs no lattice point at the end of the period. Your count gives the right aligned length if $N$ is left as a non-integer. A definition of stacking that works at every position justifies this, and it handles the twist as well.

### Setting and conventions

Let $a$ be the graphene lattice constant and $(1+\delta)a$ that of hBN, so that $\delta=0.018$ is measured relative to graphene. Let $\theta$ be the anticlockwise twist of hBN relative to graphene. Both layers are taken as flat and rigid. Each has two atoms per cell, but these repeat with the triangular lattice, so the lattices suffice for finding the period.

For numbers I use $a=0.25$ nm, a rough two-figure size. Lengths are in nanometres.

### When does the stacking repeat?

Treat the plane as the complex plane. Turning a vector by $\theta$ and stretching it by $1+\delta$ is multiplication by

$$m=(1+\delta)e^{i\theta}.$$

Every hBN lattice point is therefore $r=ml$, where $l$ is a graphene lattice vector. Its displacement from the graphene point with the same label is

$$d=r-l=r-\frac{r}{m}=\left(1-\frac1m\right)r .$$

For small $\delta$ and $\theta$ this displacement changes little from one cell to the next, so it describes how the layers are stacked around $r$. The right-hand side makes sense for every $r$, not just at lattice points, and we use it as the definition of $d(r)$ everywhere.

Adding a graphene lattice vector $t$ to $d$ changes nothing physically, because the graphene lattice is mapped onto itself. The stacking thus repeats after a translation $L$ if

$$d(r+L)-d(r)=\left(1-\frac1m\right)L=t .$$

Solving for $L$ gives

$$L=\frac{t}{1-1/m}=\frac{m}{m-1}\,t .$$

All moire vectors are thus graphene lattice vectors multiplied by one complex number, that is, turned by one angle and stretched by one factor. The moire lattice is again triangular, and its shortest vectors come from the shortest $t$, with $|t|=a$. Since $|m|=1+\delta$, the period is

$$\lambda=\frac{(1+\delta)a}{|m-1|}.$$

The denominator follows from

$$\begin{aligned}
|m-1|^2&=(m-1)(m^*-1)=|m|^2-(m+m^*)+1\\
&=(1+\delta)^2-2(1+\delta)\cos\theta+1\\
&=\delta^2+2(1+\delta)-2(1+\delta)\cos\theta .
\end{aligned}$$

The last line uses $(1+\delta)^2+1=\delta^2+2(1+\delta)$. Hence

$$\boxed{\lambda(\theta)=\frac{(1+\delta)a}{\sqrt{\delta^2+2(1+\delta)(1-\cos\theta)}}}$$

### The aligned period

At $\theta=0$ the square root is $\delta$, and

$$\lambda_0=\frac{(1+\delta)a}{\delta}=\frac{1.018\times0.25\ \text{nm}}{0.018}=14.14\ \text{nm},$$

or about 14 nm (267 bohr). Your count gives the same length: $N(1+\delta)a=(N+1)a$ means $N\delta=1$, and $N$ hBN cells have length $(1+\delta)a/\delta$.

The inputs do not support the later digits. Taking logarithms and differentiating,

$$\frac{d\lambda_0}{\lambda_0}=\frac{da}{a}+\left(\frac{1}{1+\delta}-\frac1\delta\right)d\delta
=\frac{da}{a}-\frac{d\delta}{\delta(1+\delta)} .$$

A relative error in the small mismatch thus passes almost fully into the period. Varying $a$ alone from 0.245 to 0.255 nm moves $\lambda_0$ from 13.86 to 14.42 nm. Varying $\delta$ alone from 0.0175 to 0.0185 moves it from 14.54 down to 13.76 nm.

The convention matters slightly too. If 1.8 percent is the difference divided by the *hBN* constant $a_h$, then $a_h-a=\delta' a_h$ with $\delta'=0.018$. The aligned period, written with both constants, is

$$\lambda_0=\frac{a_h a}{a_h-a}=\frac{a}{\delta'}=13.89\ \text{nm}.$$

This is shorter by one graphene constant, since $(1+\delta)a/\delta-a/\delta=a$ when the same number is used for both mismatches.

### What a twist does

Insert $1-\cos\theta=2\sin^2(\theta/2)$ and divide by $\lambda_0$:

$$\frac{\lambda}{\lambda_0}=\left[1+\frac{4(1+\delta)}{\delta^2}\sin^2\frac{\theta}{2}\right]^{-1/2}.$$

The added term is positive for either sign of $\theta$ and grows with $|\theta|$ in the small-angle range considered here, so a twist in either sense shortens the period. Geometrically, the mismatch makes the layers drift apart along a row, while a small twist makes them drift apart across it. The two drifts are at right angles and cannot cancel. The total drift per cell grows, and one full lattice vector of displacement is reached sooner.

For small angles in radians, $4\sin^2(\theta/2)\approx\theta^2$. If also $x=(1+\delta)\theta^2/\delta^2$ is small, then $(1+x)^{-1/2}\approx1-x/2$ gives

$$\lambda\approx\lambda_0\left[1-\frac{(1+\delta)\theta^2}{2\delta^2}\right].$$

There is no linear term, so a very slight misalignment hardly changes the period. The neglected terms start at $\theta^4$: halving the twist from 0.10 to 0.05 degrees reduces the error of this estimate by a factor of 15.91, close to the expected 16.

The second condition is the severe one. It requires $\theta$ to be small compared with

$$\theta_c=\frac{\delta}{\sqrt{1+\delta}},$$

which is 1.02 degrees here. One degree is a small angle in the usual sense, but not on this scale. With $\theta=0.01745$ rad,

$$x=\frac{1.018\times(0.01745)^2}{(0.018)^2}\approx0.957,\qquad
\lambda\approx\frac{14.14\ \text{nm}}{\sqrt{1.957}}\approx10.11\ \text{nm},$$

whereas the quadratic estimate gives 7.37 nm. Other twists give:

| Twist (deg) | Period (nm) | Quadratic estimate (nm) |
|---:|---:|---:|
| 0 | 14.14 | 14.14 |
| 0.25 | 13.73 | 13.72 |
| 0.5 | 12.70 | 12.45 |
| 1 | 10.11 | 7.37 |
| 1.5 | 7.96 | −1.08 |
| 2 | 6.43 | −12.93 |

The negative entries show the expansion used outside its range; the boxed formula has no such trouble. For the twist that halves the period, the square root must equal $2\delta$:

$$\delta^2+4(1+\delta)\sin^2\frac\theta2=4\delta^2
\quad\Longrightarrow\quad
\theta=2\arcsin\frac{\sqrt3\,\delta}{2\sqrt{1+\delta}},$$

which is 1.77 degrees.

The opposite limit is a twist without mismatch. Setting $\delta=0$ leaves $\sqrt{2(1-\cos\theta)}=2|\sin(\theta/2)|$, so $\lambda=a/(2|\sin(\theta/2)|)$. At 1 degree this is 14.32 nm, nearly the same as for the mismatch alone. Two nearly equal drifts at right angles add up to about $\sqrt2$ times one of them, which is why the combined period is near $14/\sqrt2$ nm.

### The pattern also turns

The angle between $L$ and $t$ follows from

$$1-\frac1m=1-\frac{e^{-i\theta}}{1+\delta}
=\frac{1+\delta-\cos\theta+i\sin\theta}{1+\delta}.$$

Since $L$ is $t$ divided by this number, its phase enters with a minus sign:

$$\varphi=-\arctan\frac{\sin\theta}{1+\delta-\cos\theta}.$$

For $|\theta|\ll\delta$ this becomes $\varphi\approx-\theta/\delta$. Measured from the graphene axes, the pattern turns in the sense opposite to the twist of the hBN layer, and at first 55.56 times as fast. A twist of 0.25 degrees shortens the period by about 3 percent but turns the pattern by 13.6 degrees, so orientation is the more sensitive sign of a small misalignment. At 2 degrees the formula gives −61.9 degrees. A triangular lattice repeats under 60 degree turns, so its points then look as if turned by only −1.9 degrees.

### What about true coincidences?

For aligned layers with $\delta$ equal to 0.018, the ratio of lattice constants is $1018/1000=509/500$. These integers have no common factor, so $n$ hBN cells fill a whole number of graphene cells only if $n$ is a multiple of 500. In two dimensions the same condition holds separately for each of the two lattice coordinates. The first coincidence along a row comes after 500 hBN cells, or 509 graphene cells, at 127 nm. Since $\lambda_0/a=1018/18$, that length contains

$$\frac{509}{1018/18}=9$$

moire periods. After one period the points merely come close: hBN point 56 lies at $56\times1.018\,a=57.008\,a$, which is $0.008\,a$ from a graphene point.

The coincidence length is a delicate quantity. With $\delta=1/56$, barely different from 0.018, points would coincide after a single period, because 56 hBN cells would equal 57 graphene cells. With an irrational $\delta$ the aligned lattices would never coincide again. The moire period changes smoothly through all these cases, which is why it is the useful length here.

### A check from the lattice points, and the limits

The formula can be checked without using $d(r)$. Place a Gaussian of standard deviation $0.3a$ on every graphene lattice point, evaluate their sum at the hBN points in a large patch, and subtract the average, which would otherwise give the strongest peak at zero wavenumber. Then search the Fourier transform of these values for its strongest long-wave peak. If the peak has wavenumber $q$, the lines of the pattern are $2\pi/q$ apart. In a triangular lattice this spacing is $\sqrt3\lambda/2$, so $\lambda=4\pi/(\sqrt3q)$. The site-sum column of the numerical output agrees with the formula at all six twists, and the peak directions give the pattern's turn $\varphi$ modulo 60 degrees once a fixed 30 degrees is subtracted. This offset arises because the shortest wavevectors of a triangular lattice lie midway between the directions of its shortest lattice vectors.

Two limits remain. First, real layers can stretch and buckle to enlarge favourable stacking regions. The rigid model leaves this out. If the twist changes, or the average lattice constants change equally in all directions, the formula still holds with the new $a$, $\delta$ and $\theta$. An average strain that differs with direction generally makes the moire lattice no longer triangular, and a single period then does not describe it. Second, $\theta$ must be the smallest equivalent twist. Turning a triangular lattice by 60 degrees restores it, yet inserting $\theta=60^\circ$ in the formula gives a length near $a$, because $d$ then compares points that are no longer neighbours. Even with the smallest equivalent angle, once $\lambda$ is only a few lattice constants the stacking no longer varies slowly, and the picture of a smooth moire pattern is lost.

## Computed results

```
graphene constant a (rough input): 0.25 nm
mismatch delta (input): 0.018
hBN constant: 0.2545 nm
hBN cells per aligned beat, 1/delta: 55.56
aligned period / a: 56.556
aligned period: 14.14 nm
aligned period: 267 bohr
aligned period if a = 0.245 nm: 13.86 nm
aligned period if a = 0.255 nm: 14.42 nm
aligned period if delta = 0.0175: 14.54 nm
aligned period if delta = 0.0185: 13.76 nm
aligned period, mismatch relative to hBN: 13.89 nm
twist(deg) period(nm) site-sum(nm) quadratic(nm) ratio turn(deg)
 0.00    14.139    14.139    14.139  1.0000    -0.00
 0.25    13.734    13.734    13.716  0.9714   -13.62
 0.50    12.701    12.701    12.447  0.8983   -25.82
 1.00    10.107    10.107     7.373  0.7148   -43.87
 1.50     7.962     7.962    -1.085  0.5631   -54.98
 2.00     6.435     6.435   -12.926  0.4551   -61.93
angle scale delta/sqrt(1+delta): 1.022 deg
twist that halves the period: 1.771 deg
quadratic-law error ratio, 0.10 to 0.05 deg: 15.91
pattern turn per unit twist, small twist: -55.56
pure 1 deg twist, no mismatch: 14.32 nm
exact coincidence: 509 graphene = 500 hBN cells
exact coincidence length: 127.25 nm
moire periods in that length: 9.000
near coincidence after one beat: hBN cell 56
offset there / a: 0.008
```
